\section*{Why strain cannot split the neutral Pb doublet at zero field}

\section{The result}

The neutral Pb centre at a Si/SiO$_2$ interface is a silicon dangling bond with one unpaired electron. Let $\varepsilon$ stand for the local strain and $\mathbf B$ for the magnetic field. The two spin levels of the centre are described by
\begin{equation}
H=c_0(\varepsilon)+\mu_B\sum_{ij}S_i\,g_{ij}(\varepsilon)\,B_j ,
\label{eq:result}
\end{equation}
apart from terms of second and higher order in $B$. Strain enters in two places. The energy $c_0$ moves both levels together, and a microwave transition, which measures their difference, does not see it. The matrix $g_{ij}$ sets the resonance, but it is multiplied by $B$. Strain can therefore shift the line of one centre and, by differing from centre to centre, broaden the line of many. At $B=0$ nothing is left that could separate the two levels.

The missing term would be a vector $\mathbf c(\varepsilon)\cdot\mathbf S$ that survives without a field. Time reversal forbids it, however large the strain and however low the symmetry. The statement holds for a single centre with an odd number of electrons, no nuclear moment on its atoms and no coupling to other unpaired spins. Each condition matters, as shown below.

\section{Time reversal and an odd number of electrons}

For one electron, with $\mathbf S=\boldsymbol\sigma/2$ and real orbital functions, time reversal is $T=-i\sigma_yK$, where $K$ is complex conjugation. The matrix $-i\sigma_y$ is real, so $K$ passes through it and
\begin{equation}
T^2=(-i\sigma_y)^2=-\sigma_y^2=-1 .
\end{equation}
For $N$ electrons $T$ acts on each of them, and $T^2=(-1)^N$. Since $\sigma_x$ and $\sigma_z$ are real and $\sigma_y$ is imaginary,
\begin{equation}
T\boldsymbol\sigma T^{-1}=-\boldsymbol\sigma .
\label{eq:odd}
\end{equation}
Momentum and orbital angular momentum $\mathbf L$ also change sign, because each contains one factor $i$.

Without a magnetic field the Hamiltonian $H_0(\varepsilon)$ contains kinetic energy (even in momentum), Coulomb energies, the potential of the displaced atoms (a real function of position) and spin-orbit coupling, a product of two odd factors, spin and momentum. All are even, so $TH_0(\varepsilon)T^{-1}=H_0(\varepsilon)$ for every strain. A static electric field adds another real potential and changes nothing in this argument.

If $H_0\psi=E\psi$, then $H_0T\psi=TH_0\psi=E\,T\psi$, so $T\psi$ has the same energy. It remains to show that it is a different state. Because of the complex conjugation, $\langle Ta|Tb\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=T\psi$:
\begin{equation}
\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=(-1)^N\langle T\psi|\psi\rangle .
\end{equation}
For odd $N$ the overlap equals its own negative and vanishes. The states $\psi$ and $T\psi$ are orthogonal, and every level is at least twofold degenerate. For even $N$ the equation is an identity: a partner is neither forced nor forbidden.

A diagonalization with interactions shows the difference. Three strained p orbitals were given a spin-orbit energy of 0.5 eV, repulsions of 1.0 eV within and 0.6 eV between orbitals, and an exchange energy of 0.3 eV. With one, three or five electrons the levels came in pairs, split by at most $1.4\times10^{-14}$ eV, which is rounding error. With four electrons all levels were separate, the closest two by $7.1\times10^{-5}$ eV.

\section{The two-level Hamiltonian}

Take a doublet well separated from other levels, with basis $\psi$ and $\varphi=T\psi$. Then $T\varphi=T^2\psi=-\psi$, and
\begin{equation}
T(a\psi+b\varphi)=a^*\varphi-b^*\psi .
\end{equation}
In terms of the column $(a,b)$ this is again $-i\sigma_yK$, so Eq.~(\ref{eq:odd}) holds for the Pauli matrices of the doublet, even when spin-orbit coupling has mixed spin and orbit. Any Hermitian $2\times2$ matrix can be written $c_0+\mathbf c\cdot\boldsymbol\sigma$ with real coefficients, and
\begin{equation}
T(c_0+\mathbf c\cdot\boldsymbol\sigma)T^{-1}=c_0-\mathbf c\cdot\boldsymbol\sigma .
\end{equation}

A magnetic field couples to $\mathbf L$ and $\mathbf S$, which are odd, so $TH(\mathbf B)T^{-1}=H(-\mathbf B)$. Eliminating the distant levels in powers of $B$ preserves this relation, because the doublet as a whole is mapped onto itself by $T$. Hence
\begin{equation}
c_0(\varepsilon,-\mathbf B)=c_0(\varepsilon,\mathbf B),\qquad
\mathbf c(\varepsilon,-\mathbf B)=-\mathbf c(\varepsilon,\mathbf B).
\end{equation}
At $\mathbf B=0$ the second relation gives $\mathbf c(\varepsilon,0)=0$. The first allowed term is linear, $c_i=\tfrac12\mu_B\sum_jg_{ij}B_j$, which is Eq.~(\ref{eq:result}); the next is cubic.

Spin one shows what is special here. Strain can produce a quadratic energy $\sum_kD_kS_k^2$, which is even under $T$. For spin one half $S_k^2=1/4$, so this is a constant. For spin one there are three states $|k\rangle$, $k=x,y,z$, with $S_k|k\rangle=0$ and $S_j^2|k\rangle=|k\rangle$ for $j\neq k$. Their energies are $\sum_jD_j-D_k$. With $D=(-20,-40,60)$ MHz, whose sum is zero, the levels lie at 20, 40 and $-60$ MHz: three separate levels without a field.

\section{A solvable model of the shift}

To see how strain reaches $g$, let the dangling orbital be $p_z$, with $z$ along the bond, at energy zero. The backbonds are represented by $p_x$ and $p_y$ at $-\Delta_x$ and $-\Delta_y$. Five independent electrons fill five of the six spin orbitals. The total energy is the sum of all six level energies minus that of the empty one. The ground state leaves the highest level empty and the first excited state the second highest, so the resonance energy is the spacing of the two highest levels of
\begin{equation}
h=h_{\rm orb}+\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),
\end{equation}
where $\lambda$ is the spin-orbit energy and $g_e>0$ the free-electron value.

Collect the orbital terms as $W=\sum_kL_kw_k$ with $w_k=\lambda S_k+\mu_BB_k$. The p functions obey
\begin{equation}
L_x|z\rangle=-i|y\rangle,\qquad L_y|z\rangle=i|x\rangle,\qquad L_z|z\rangle=0 .
\end{equation}
So $W$ has no first-order effect in $|z\rangle$. In second order each route goes to a backbond orbital and returns. For $p_y$ the two matrix elements are $-iw_x$ and $+iw_x$, with product $w_x^2$, and the energy denominator is $0-(-\Delta_y)=\Delta_y$. The route through $p_x$ gives $w_y^2/\Delta_x$. Therefore
\begin{equation}
H^{(2)}=\frac{(\lambda S_x+\mu_BB_x)^2}{\Delta_y}
+\frac{(\lambda S_y+\mu_BB_y)^2}{\Delta_x}.
\end{equation}
Expanding the first square gives
\begin{equation}
\frac{1}{\Delta_y}\left(\frac{\lambda^2}{4}+2\lambda\mu_BB_xS_x+\mu_B^2B_x^2\right).
\end{equation}
The term without a field is a constant because $S_x^2=1/4$: the general theorem at work in one line. The middle term adds to $g_e\mu_BB_xS_x$, and likewise for $y$:
\begin{equation}
g_{xx}=g_e+\frac{2\lambda}{\Delta_y},\qquad
g_{yy}=g_e+\frac{2\lambda}{\Delta_x},\qquad g_{zz}=g_e ,
\label{eq:g}
\end{equation}
to first order in $\lambda/\Delta$. The shift is positive because the admixed orbitals are filled and lie below. Strain that makes $\Delta_x\neq\Delta_y$ makes $g$ differ between $x$ and $y$. With gaps of 6.4 and 5.5 eV and $\lambda=0.020$ eV, diagonalization gives $g=2.00957$ along $x$ and $2.00854$ along $y$; Eq.~(\ref{eq:g}) gives 2.00959 and 2.00857. The doublet stays whole.

At fixed microwave frequency $\nu$ the line lies at $B=h\nu/(g\mu_B)$, where $h$ now stands for Planck's constant, so $\delta B=-B\,\delta g/g$. For equal gaps and a field perpendicular to the bond, $\delta g=-2\lambda\,\delta\Delta/\Delta^2=-(g-g_e)\,\delta\Delta/\Delta$. A spread $\sigma_\Delta$ of the gap thus gives the rms width
\begin{equation}
\sigma_B=B\,\frac{g-g_e}{g}\,\frac{\sigma_\Delta}{\Delta}
\label{eq:width}
\end{equation}
to first order in the spread. For a given strain distribution it is proportional to $B$, and so to $\nu$.

\section{Numbers for an interface centre}

Take $\lambda=0.020$ eV, $\Delta=6.0$ eV and $\nu=9.5$ GHz. The first-order shift of $g$ is $2(0.020)/6.0=0.00667$, so $g_\perp\approx2.00232+0.00667=2.00899$; diagonalization gives 2.00896. The unstrained line lies at 337.862 mT.

Let strain lower the mean gap by 0.3 eV, to 5.7 eV. Then $\delta g=0.040\,(1/5.7-1/6.0)=0.000351$, and
\begin{equation}
\delta B=-337.862\ \text{mT}\times\frac{0.000351}{2.00896}=-0.0590\ \text{mT}.
\end{equation}
Root finding on the full model gives $-0.0586$ mT ($-0.586$ G).

Now add a Gaussian spread of 0.5 eV rms. With $g=2.00931$ at the mean gap, Eq.~(\ref{eq:width}) gives
\begin{equation}
\sigma_B=337.804\ \text{mT}\times\frac{0.00699}{2.00931}\times\frac{0.5}{5.7}
=0.103\ \text{mT}.
\end{equation}
Averaging the full model over the spread gives 0.106 mT (1.06 G), or 3\% more than the linear estimate. The curvature of $1/\Delta$ accounts for this. With $x=\delta\Delta/\Delta$ and $s=\sigma_\Delta/\Delta=0.088$, the series $1/(1+x)=1-x+x^2-x^3+\dots$ has variance $s^2+2s^4+6s^4$ through fourth order, so the width grows by the factor $1+4s^2\approx1.03$.

At 19 and 38 GHz, with the strain distribution held fixed, the widths are 0.212 and 0.424 mT. A straight line through the three widths meets zero field at $2\times10^{-10}$ mT. This small remainder comes from the cubic term in $B$, which time reversal allows and which bends the widths slightly away from a straight line; the width itself vanishes at $B=0$.

The zero-field statement was also tested on 400 random strains. Each orbital matrix element received a random part of 0.5 eV rms, and the elements of the spin-orbit coupling varied by 20\% of $\lambda$. The common energy of the doublet moved by 0.49 eV rms, yet the largest splitting was $4.9\times10^{-15}$ eV, against a microwave quantum of $3.9\times10^{-5}$ eV. A time-odd term does split it: adding $0.01\ \text{eV}\times L_x$ to the unstrained centre gave $6.7\times10^{-5}$ eV, which is $0.01\ \text{eV}\times2\lambda/\Delta$.

\section{Where zero-field splittings do appear}

A $^{29}$Si nucleus has spin one half. Together with the electron it forms a system of integer total spin, for which $T^2=+1$. The coupling is $\sum_kA_kS_kI_k$, with $\mathbf I$ the nuclear spin. For rough typical magnitudes entered with a positive sign, $A_\perp=250$ MHz and $A_\parallel=420$ MHz, the two parallel spin states lie at $A_\parallel/4=105$ MHz and the antiparallel combinations at $-A_\parallel/4\pm A_\perp/2$, or 20 and $-230$ MHz. The nuclear $g$ of $^{29}$Si is negative, so the real couplings are negative and the pattern is inverted, with the same spacings. Strain that makes $A_x-A_y=10$ MHz couples the parallel states by $(A_x-A_y)/4$ and splits them by twice that, 5 MHz. Here strain does split levels at zero field, but they belong to electron and nucleus together.

Two nearby Pb centres together have an even number of unpaired electrons, so again $T^2=+1$. At $10^{12}$ cm$^{-2}$ a square array of centres would have a spacing of 10 nm, and the dipolar levels of a pair at that distance span 0.078 MHz. Centres placed at random have their nearest neighbour at 5 nm on average, and at that distance the span is eight times larger, 0.62 MHz. A residual field of 0.05 mT splits a single doublet by 1.4 MHz, so an experimental zero of field has to be a good one.

\section{The model beside real interfaces}

In real Pb centres $g$ lies roughly 0.007 above the free-electron value for a field perpendicular to the bond, and slightly below that value for a field along the bond. The parameters were chosen to reach this regime: 6 eV is an effective gap that also absorbs the spreading of the orbital and its s character, and the 0.5 eV spread was set to give a width of realistic size, not computed from a measured strain. The model fails for the width along the bond, where strain in the gap alone gives $4\times10^{-4}$ mT while real lines are roughly 0.1 mT wide. Random matrix elements of 0.5 eV rms between $p_z$ and the backbond orbitals, which tilt the dangling orbital, raise this to about 0.015 mT, still too small. The assumption that breaks is that strain in the gap is the sole source of width. Unresolved hyperfine and dipolar couplings add a part that need not vanish with the field, so a measured width extrapolated to zero frequency can stay finite without contradicting the theorem. Bond tilt acts in first order at oblique angles: $1^\circ$ with the field at $45^\circ$ moves the line by 0.020 mT, more than a third of the strain width at that angle, 0.053 mT. An oxide field of 1 MV/cm acting over 0.2 nm, if all of its 0.020 eV changes the gap, moves it by 0.004 mT.

Neutrality is the remaining condition. With a rough repulsion energy $U=0.6$ eV, and the Fermi level midway between the two charging levels, each charged state has weight $e^{-U/2kT}$ against two neutral spin states of weight one. At 300 K the charged fraction is $9\times10^{-6}$. Away from that midpoint it grows steeply, to $2\times10^{-4}$ at 0.1 eV, $10^{-2}$ at 0.2 eV and one third at 0.3 eV, and charged centres, with their even electron count, lie outside the argument. The numerical output below lists the main parameters and results.

\section*{Calculated quantities}
\begin{verbatim}
Spin-orbit energy: 0.020 eV
Unstrained backbond gap: 6.0 eV
Mean strain change of gap: -0.3 eV
Rms strain spread of gap: 0.5 eV
Microwave frequency: 9.5 GHz
Microwave quantum: 3.929e-05 eV
Free-electron g: 2.00232
Unstrained g, field perpendicular to bond: 2.00896
Unstrained g, field along bond: 2.00231
First-order g shift 2*lam/gap: 0.00667
Mean-strain g, perpendicular: 2.00931
Unequal gaps x, y: 6.4, 5.5 eV
Unequal gaps, g along x, y: 2.00957, 2.00854
400 random strains, zero field:
  largest doublet splitting (rounding): 4.9e-15 eV
  rms common move of both levels: 0.49 eV
  rms spread of g along x: 0.00157
Control, 0.01 eV times L_x, splitting: 6.66e-05 eV
Interacting test, spin-orbit 0.5 eV:
  odd count, largest pair splitting: 1.4e-14 eV
  four electrons, smallest spacing: 7.1e-05 eV
  overlap of state and reverse, N=5: 5.8e-17
  overlap of state and reverse, N=4: 0.278
Quadratic form x, y, z (MHz): [-20. -40.  60.]
  spin 1/2 splitting: 0.0 MHz
  spin 1 levels (MHz): [-60.  20.  40.]
Unstrained resonance field: 337.862 mT
Resonance field at mean strain: 337.804 mT
Shift from mean strain: -0.0586 mT = -0.586 G
Shift from formula: -0.0590 mT
Centre averaged over spread: 337.795 mT
Rms width, perpendicular: 0.1060 mT = 1.060 G
Rms width from linear formula: 0.1031 mT
Rms width, field along bond: 3.9e-04 mT
Rms width at 19 GHz: 0.2121 mT
Rms width at 38 GHz: 0.4242 mT
Width extrapolated to zero field: 2e-10 mT
29Si couplings perp, par: 250, 420 MHz
29Si zero-field levels (MHz): [-230.   20.  105.  105.]
29Si coupling difference x-y: 10 MHz
  splits the upper pair by: 5.0 MHz
Pb density: 1e+12 cm^-2, spacing 10 nm
Dipolar zero-field span of a pair: 0.078 MHz
Electric field: 1 MV/cm over 0.2 nm
  energy 0.020 eV, line shift 0.0041 mT
Tilt 1 deg, field at 45 deg: shift 0.0196 mT
Residual field 0.05 mT splits by 1.41 MHz
Relative cubic Zeeman correction: 7e-14
Temperature: 300 K
Thermal spin polarization: 7.6e-04
Repulsion energy on the bond: 0.6 eV
Charged fraction at mid-window: 9.1e-06
\end{verbatim}
